# Choosing the broadening in resonance spectra of disordered spin lattices

A lattice of 256 magnetic grains with randomly oriented anisotropy, given a Gilbert damping of $\alpha=10^{-6}$, has a strongest resonance line 0.94 µT wide. Sixteen such lattices, solved at $\alpha=0.01$, 0.02 and 0.04 and extrapolated to $\alpha=0$, give a width of 6 to 8 mT, depending on the frequency grid: several thousand times more. Both numbers answer the question "how wide is the line without damping?", and the second is the one that describes disorder.

The setting behind this is the broadening that linear-response programs ask for: a small imaginary part added to the frequency. In a magnetic resonance calculation the Gilbert damping plays that part. This guide derives what the setting does, and from that how to choose it.

## The equation being solved

Each grain $i$ carries a unit moment $\mathbf m_i$ on a periodic square lattice. The film is magnetized along its normal $z$, at zero temperature. The field on a grain is

$$\mathbf B_i=B_0\hat z-B_d m_{iz}\hat z+B_K(\mathbf n_i\!\cdot\!\mathbf m_i)\mathbf n_i+B_{ex}\sum_j(\mathbf m_j-\mathbf m_i),$$

where $j$ runs over the four neighbours and $\mathbf n_i$ is a random axis. The demagnetizing field $B_d=\mu_0M_s$ is taken as local. An anisotropy energy density $-K(\mathbf n\cdot\mathbf m)^2$ gives $B_K=2K/M_s$. Exchange stiffness $A_s$, grain width $D$ and a boundary factor $f$ give $B_{ex}=2fA_s/(M_sD^2)$.

The field is linear in the moments, so for all grains together $\mathbf B=B_0\hat z+C\mathbf m$ with a sparse symmetric matrix $C$. Let the columns of $P$ be the local transverse vectors $\mathbf e_1$ and $\mathbf e_2=\mathbf m\times\mathbf e_1$, and let $\lambda=\mathbf m\cdot\mathbf B$ on each grain. If the moments move by $Ps$, the field becomes $\mathbf B+CPs$. Its part along the new moment is $(\lambda+\delta\lambda)(\mathbf m+Ps)$, where $\delta\lambda$ is of first order. The transverse components of this part are $\lambda s$ to first order, so the remaining transverse field is

$$P^T\mathbf B+P^TCPs-\lambda s=P^T\mathbf B-As,\qquad A=\lambda-P^TCP .$$

Setting it to zero gives the Newton step $As=P^T\mathbf B$, repeated until the torque vanishes. This matters because the random axes tilt the moments, here by 2.5° rms; linearizing about $z$ instead lowers the extrapolated width of the example below by about 1.4 mT.

The dynamics follow $\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}$. Write the deviation as $Pq$ and the weak transverse drive as $h$. In the local frame, $\mathbf m\times$ turns $\mathbf e_1$ into $\mathbf e_2$ and $\mathbf e_2$ into $-\mathbf e_1$; call this matrix $J$, with $J^2=-1$. The transverse field relative to the moving moment is $h-Aq$, so

$$\dot q=-\gamma J(h-Aq)+\alpha J\dot q .$$

Multiplying by $-J$ gives $-J\dot q=\gamma(Aq-h)+\alpha\dot q$, that is, $Aq+(\alpha+J)\dot q/\gamma=h$. With time factor $e^{-i\omega t}$, $w=\omega/\gamma$ in tesla, and the Hermitian matrix $G=iJ$,

$$[A-wG-i\alpha w]\,q=h. \tag{1}$$

This is one sparse solve per frequency and damping. For nine grains at $\alpha=0.1$, driven at the clean resonance, time integration of the nonlinear equation reproduces its solution to $9\times10^{-6}$ of the largest amplitude.

The drive is a uniform rotating field $(1,i,0)/\sqrt2$, and the absorption is $S=\mathrm{Im}(h^\dagger q)/N$ for $N$ grains. The power follows from the average of $h\cdot\dot q$, which is $\tfrac12\mathrm{Re}(-i\omega h^\dagger q)=\tfrac12\omega\,\mathrm{Im}(h^\dagger q)$ per unit moment. Multiply (1) from the left by $q^\dagger$. The terms in $A$ and $G$ are real, so the imaginary part leaves

$$\mathrm{Im}(h^\dagger q)=\alpha w\,q^\dagger q .$$

In this model all absorbed power leaves through Gilbert damping, even when disorder sets the width. Disorder spreads the absorption over frequency; it is not a sink of energy.

Without disorder, $A$ acts on the uniform motion as $w_0=B_0-B_d$, and $G(1,i)^T=(1,i)^T$. Then $S=\alpha w/[(w_0-w)^2+\alpha^2w^2]$, whose full width at half maximum is $2\alpha w_0$ for small $\alpha$. All widths below are of this kind, for a frequency sweep at fixed field.

## What the broadening does to a disordered lattice

Split $q$ into parts $q_+$ and $q_-$ that rotate with and against the precession. In this basis $G=\pm1$, and $A$ has blocks $H$, $V$, $V^\dagger$ and $H^*$:

$$(H-w-i\alpha w)q_++Vq_-=h_+,\qquad V^\dagger q_++(H^*+w-i\alpha w)q_-=h_- .$$

The second bracket is of size $2w$, far from resonance. There the damping may be dropped and $w$ replaced by $w_0$, so $q_-=(H^*+w_0)^{-1}(h_--V^\dagger q_+)$. Inserting this in the first equation gives

$$[H_{\rm eff}-w(1+i\alpha)]q_+=h_{\rm eff},\qquad H_{\rm eff}=H-V(H^*+w_0)^{-1}V^\dagger,$$

with $h_{\rm eff}=h_+-V(H^*+w_0)^{-1}h_-$. The same elimination turns $h^\dagger q$ into $h_{\rm eff}^\dagger q_+$ plus a real term, so the absorption is $\mathrm{Im}(h_{\rm eff}^\dagger q_+)/N$. The damping has become an imaginary part of the frequency. If $w_n$ and $v_n$ are the eigenvalues and eigenvectors of $H_{\rm eff}$,

$$S_\alpha(w)=\sum_n p_n\frac{\alpha w}{(w_n-w)^2+\alpha^2w^2},\qquad p_n=\frac{|v_n^\dagger h_{\rm eff}|^2}{N}. \tag{2}$$

The damped spectrum is the undamped one smoothed by a Lorentzian of half width $\eta=\alpha w$. For the example below, (2) reproduces the sparse solutions of (1) to 0.14 % of the peak at worst. Dropping $V$ raises that error to 8.7 %, mostly because the peak shifts by about 0.8 mT; the extrapolated width changes by only about 0.2 mT. The counter-rotating motion matters here for the position of the line more than for its width.

Equation (2) explains the opening. A finite lattice has discrete levels. Once $\eta$ is below their spacing, each line stands alone and its width goes to zero with $\alpha$. To include the slight ellipticity of the motion, take an undamped mode of the full problem, $Aq_n=w_nGq_n$, with $w_n>0$. Projecting (1) on it gives $(w_n-w)\,q_n^\dagger Gq_n-i\alpha w\,q_n^\dagger q_n$, hence a half width $\alpha\varepsilon_nw_n$ with $\varepsilon_n=q_n^\dagger q_n/|q_n^\dagger Gq_n|$. This is at least 1, because $G$ has eigenvalues $\pm1$. The strongest mode of one lattice has $w_n=0.46835$ T and $\varepsilon_n=1.0017$. At $\alpha=10^{-6}$ its full width is $2\times10^{-6}\times1.0017\times0.46835$ T $=0.94$ µT, and the sparse solve at that half width gives 0.5000 of the absorption at the top.

The disorder width is therefore defined by a sequence of limits: first a large lattice, then $\alpha\to0$. In a finite calculation one stays at values of $\alpha$ whose smoothing covers many levels, and extrapolates from there.

## Do the two widths add?

Let $\rho(x)$ be the undamped profile, with $x$ measured from its centre, and treat $\eta=\alpha w_0$ as constant across the line. Then $S=\mathrm{Im}\,F(z)$, with

$$F(z)=\int\frac{\rho(x)}{x-z}\,dx,\qquad z=\delta+i\eta,$$

where $\delta$ is the distance of the frequency from the centre.

**Lorentzian disorder.** Take $\rho=(\Gamma/\pi)/(x^2+\Gamma^2)$ and close the contour in the lower half plane. The enclosed pole is $x=-i\Gamma$, where $\rho$ has residue $(\Gamma/\pi)/(-2i\Gamma)=-1/(2\pi i)$. The clockwise contour supplies $-2\pi i$, so $F=1/(-i\Gamma-\delta-i\eta)$ and

$$S=\frac{\Gamma+\eta}{\delta^2+(\Gamma+\eta)^2},\qquad W=2\Gamma+2\alpha w_0 .$$

The widths add. For a test profile with $2\Gamma=30$ mT, the width at $\alpha=0.04$ is 68.6 mT, and subtracting $2\alpha w_0=38.7$ mT returns 29.9 mT.

**Disorder with a finite variance, strong damping.** Let $\rho$ be symmetric with variance $\sigma^2$, and let $\eta\gg\sigma$. Expanding $1/(x-z)=-(1/z+x/z^2+x^2/z^3+\dots)$ gives $F\approx-1/z-\sigma^2/z^3$, so

$$S\approx\frac{\eta}{\delta^2+\eta^2}+\sigma^2\frac{\eta(3\delta^2-\eta^2)}{(\delta^2+\eta^2)^3}.$$

Half the peak value is $1/(2\eta)-\sigma^2/(2\eta^3)$. At $\delta=\eta+\epsilon$ the absorption is $1/(2\eta)-\epsilon/(2\eta^2)+\sigma^2/(4\eta^3)$ to leading order. Equating the two gives $\epsilon=3\sigma^2/(2\eta)$, and

$$W\approx2\eta+\frac{3\sigma^2}{\eta}.$$

The excess over $2\eta$ dies away as damping grows, so subtraction then loses the disorder width. For a Gaussian profile the loss is visible well before this limit; for a narrow line with a broad tail the excess can first grow, as in the worked case below. For uncoupled grains with a Gaussian profile 35.3 mT wide, subtraction at $\alpha=0.04$ returns 21.6 mT.

**Weak damping.** Where $F$ is smooth up to the real axis, $F(\delta+i\eta)=F(\delta)+i\eta F'(\delta)+\dots$, so the width is a power series in $\alpha$. Keep $W=\Delta_0+c_1\alpha+c_2\alpha^2$ and solve at $a$, $2a$ and $4a$. The weights $p,q,r$ that isolate $\Delta_0$ obey $p+q+r=1$, $p+2q+4r=0$ and $p+4q+16r=0$. Subtracting the second from the third gives $q=-6r$; then $p=8r$ and $r=1/3$:

$$\Delta_0=\frac{8W_a-6W_{2a}+W_{4a}}3. \tag{3}$$

For the Gaussian case this returns 35.2 mT. The price is noise: an error in $W_a$ enters multiplied by 2.7.

## A worked case

The parameters are rough values for a thin polycrystalline nickel film: $M_s=490$ kA/m, $A_s=8$ pJ/m, $K=15$ kJ/m³, grains 30 nm wide and 3 nm thick, $f=0.3$, $g=2.2$ and $B_0=1.1$ T. They give

- $w_0=1.1-0.6158=0.484$ T, or 14.9 GHz at 30.79 GHz/T;
- $B_K=2\times15000/490000$ T $=61.2$ mT;
- $B_{ex}=10.9$ mT.

Sixteen lattices of $16\times16$ grains were averaged, on a frequency grid with 5.5 mT spacing.

| $\alpha$ | $W$ (mT) | $2\alpha w_0$ (mT) | difference (mT) |
|---|---|---|---|
| 0.01 | 16.2 | 9.7 | 6.5 |
| 0.02 | 25.7 | 19.4 | 6.3 |
| 0.04 | 47.3 | 38.7 | 8.5 |

Equation (3) gives $(8\times16.17-6\times25.66+47.27)/3=7.6$ mT, or 0.23 GHz, with a sampling error of 1.1 mT found by leaving out one lattice at a time.

That error is not the whole uncertainty. Equation (2), with the same lattices and dampings but a 1 mT grid, gives 6.2 mT. The two methods agree to 0.14 % of the peak on the common grid, which can move the result by a few tenths of a millitesla at most, so the coarse grid accounts for most of the difference: on the finer grid the width at $\alpha=0.01$ is 15.7 mT rather than 16.2 mT, and (3) multiplies that shift by 2.7. Smoothing the undamped levels with Gaussians of standard deviation 4 and 8 mT, and removing the quadratic bias, gives 9.9 mT. Those Gaussians are themselves 9.4 and 18.8 mT wide at half height, wider than the line, so the bias is not quadratic and the estimate comes out too high: a line of zero width would return $(4\times9.4-18.8)/3=6.3$ mT, and a Lorentzian 6 mT wide returns 10.0 mT. The 9.9 mT is therefore consistent with the smaller values and does not support a width near 10 mT. The fair statement is a disorder width of 6 to 8 mT, or about 0.2 GHz.

The differences in the table do not fall with damping as they do for a Gaussian. Between $\alpha=0.02$ and 0.04 the width grows by 21.6 mT, while $2\alpha w_0$ grows by 19.4 mT. A damping read from that slope would be 11 to 12 % too large if referred to $w_0$. The peak, however, lies at 0.471 to 0.473 T, 11 to 13 mT below $w_0$, and referred to the peak the excess is 14 %. The difference keeps growing with damping, to about 16 mT at $\alpha=0.10$ to 0.13, and falls only after that. The undamped line is skewed, with a fifth of its weight more than 30 mT above the peak; the growth is consistent with stronger damping drawing this tail into the half-height width, but that cause was not isolated.

## What exchange does to the spread of the grains

To first order in $B_K/w_0$, tilt can be neglected. The anisotropy adds $B_Kn_z^2$ to $\lambda$, and $-P^TCP$ contributes $-B_K(n_x^2+n_y^2)/2$ to the co-rotating part. Each grain is thus shifted by $d_i=B_K(3n_z^2-1)/2$. With $\langle n_z^2\rangle=1/3$ and $\langle n_z^4\rangle=1/5$, the mean is zero and the variance is $B_K^2(9/5-2+1)/4=B_K^2/5$.

Now add exchange, a Hermitian matrix $L$ that gives zero on the uniform state $u$. With $d$ the diagonal matrix of shifts, $(d+L)u=du$, so $u^\dagger(d+L)^2u=u^\dagger d^2u$. At this order exchange leaves the variance of the absorption line unchanged. It can only reshape the line.

The numbers bear this out. The standard deviation is 28.7 mT, against $61.2/\sqrt5=27.4$ mT; with ten times weaker anisotropy, the standard deviation for one lattice agrees to 0.5 % with that of its own shifts $d_i$. Doubling the exchange at fixed anisotropy leaves 28.6 mT, while the extrapolated half-height width falls from 6.2 to 3.9 mT (1 mT grid). Both values lie below the smallest Gilbert width used, 9.7 mT, so the narrowing is shown but its size is rough. A standard deviation and a half-height width answer different questions here, and neither can be converted to the other by the Gaussian factor.

## Choosing the setting

1. **Smallest damping.** Its $\alpha w$ must cover many levels. At $\alpha=0.01$ there are 150 to 180 levels within $\alpha w$ of the peak, pooled over sixteen lattices, depending on whether the peak is placed at 0.471 or 0.472 T. The count ignores their unequal weights, so the leave-one-out error is the better guide.
2. **Largest damping.** A parabola is safe while $2\alpha w_0$ is not much larger than the width sought. At $\alpha=0.04$ it is about five times larger. The cost depends on the line shape: with these dampings a Gaussian profile 7.6 mT wide comes out at 6.5 mT, while a Lorentzian profile is returned correctly.
3. **Frequency grid.** The spectrum can have features as narrow as $\alpha w$, so the spacing should be well below the smallest one. Here 5.5 mT against 4.8 mT was too coarse.
4. **Subtraction.** Use $W-2\alpha w_0$ only if it stays constant down to the smallest dampings, where $2\alpha w_0$ is comparable to the width sought; otherwise extrapolate. A plateau at larger damping proves nothing: for this film the difference is 16.4 mT at $\alpha=0.10$ and 16.3 mT at 0.13, more than twice the disorder width.

For this film a better choice would be $\alpha=0.0025$, 0.005 and 0.01, with a spacing well below 1.2 mT. The smallest smoothing then covers roughly a quarter as many levels, so about 64 lattices are needed to keep the count. Averaging more lattices reduces noise but does not remove the effect of their finite size; that calls for a larger lattice. For this film the effect is small: with these dampings, sets of 64 small lattices and lattices of $128\times128$ grains both give 7 to 8 mT.

## Beside a real nickel film

A damping of a few hundredths is typical of nickel, so at $\alpha=0.04$ the Gilbert part, 38.7 mT or 1.2 GHz, far exceeds the disorder part. The anisotropy of 15 kJ/m³ is about three times the rough crystalline value and is taken as uniaxial, whereas nickel's crystalline anisotropy is cubic, so it supposes strained grains; the boundary factor is an assumption. The local demagnetizing field is a serious simplification. Adding only the co-rotating part of the point-dipole coupling between grains, with nearest periodic images and the equilibrium left unchanged, lowers the width from 6.2 to 1.5 mT. That value is below what these dampings resolve, and point dipoles are crude for touching grains, so it suggests that the local model overestimates the width, but does not say what the true width is. Heat matters too: a free grain at 300 K would tilt by 6.5° rms, more than the static 2.5°, and exchange between grains lowers this only to 6.2°. Non-uniform motion inside a grain starts roughly 0.4 T higher; its effect on the width was not computed. Variations of thickness and surface anisotropy are left out and could add width. The numerical output lists the remaining values.

## Numbers as computed

```
magnetization                         490 kA/m
exchange stiffness                    8.0 pJ/m
random anisotropy                     15.0 kJ/m^3
grain width, film thickness           30 nm, 3 nm
boundary exchange factor, g           0.30, 2.20
applied field                         1.100 T
demagnetizing field mu0 Ms            0.6158 T
clean resonance w0                    0.4842 T = 14.91 GHz
frequency per field                   30.79 GHz/T
anisotropy field B_K                  61.22 mT
exchange field per neighbour          10.88 mT
tiles, spins per tile                 16, 256
rms equilibrium tilt                  2.48 deg
LLG time integration, rel. difference 8.8e-06
power balance, largest rel. error     6.7e-16
Gaussian test: true width             35.32 mT
Gaussian test: extrapolated width     35.21 mT
Gaussian test: width minus 2 alpha w0 21.57 mT
alpha 0.01: width, 2 alpha w0        16.17 mT, 9.68 mT
alpha 0.01: Lorentzian test width    39.68 mT
alpha 0.02: width, 2 alpha w0        25.66 mT, 19.37 mT
alpha 0.02: Lorentzian test width    49.34 mT
alpha 0.04: width, 2 alpha w0        47.27 mT, 38.74 mT
alpha 0.04: Lorentzian test width    68.61 mT
peak at smallest alpha (grid point)   0.4722 T
levels within alpha w of that peak    182
extrapolated disorder width           7.6 mT = 0.23 GHz
its sampling error                    1.1 mT
disorder width from undamped levels   9.9 mT
width(0.04) minus 2 alpha w0          8.5 mT
spectra from levels, largest error    0.14 % of peak
same, counter-rotating part dropped   8.70 % of peak
one tile: strongest mode              0.46835 T
one tile: its ellipticity factor      1.00171
one tile: its width at alpha 1e-6     0.938 uT
one tile: flank/top absorption        0.5000
standard deviation, B_K/sqrt(5)       28.66 mT, 27.38 mT
standard deviation, exchange doubled  28.57 mT
weak anisotropy: deviation, its law   2.771 mT, 2.758 mT
disorder width (levels, same fit)     6.2 mT
same, exchange doubled                3.9 mT
same, point-dipole coupling added     1.5 mT
thermal rms tilt of a free grain      6.5 deg at 300 K
gap to non-uniform modes in a grain   358 mT
```
